\section*{Potential fluctuations from randomly placed donors beside a metal contact}

\section*{The setting}

A metal fills the half-space $z<0$ and a semiconductor of relative permittivity $\kappa$ fills $z>0$. Donors segregated near the contact lie in the plane $z=d$. Each carries a fixed charge $q$, and their lateral positions are random, with mean number $N$ per unit area. The potential at a depth $z$ therefore varies from place to place along the contact. The problem is to find its mean and its variance.

The model rests on five assumptions. The metal is an ideal conductor at zero potential. The semiconductor is a uniform linear dielectric. It holds no mobile charge that could screen the donors. The donor plane is laterally infinite. The donors are placed independently of one another. Part (h) examines several of these assumptions for the case evaluated in part (g).

The algebra uses Hartree atomic units, in which $4\pi\epsilon_0=1$. The permittivity of the semiconductor is then $\epsilon=\kappa/(4\pi)$, and a singly charged donor has $q=1$. The potential is called $\phi$. An electron has the energy $-\phi$, so a positive donor lowers it. The variances of $\phi$ and $-\phi$ are equal.

\section*{(a) One donor}

\textit{Find the potential of a single donor at lateral distance $r$, and its decay at large $r$.}

\textbf{Solution.} Place an image charge $-q$ at $z=-d$, and define
\begin{equation}
a=|z-d|,\qquad b=z+d .
\end{equation}
The potential in the semiconductor is
\begin{equation}
\phi_1(r,z)=\frac{q}{\kappa}\left[\frac{1}{\sqrt{r^2+a^2}}-\frac{1}{\sqrt{r^2+b^2}}\right].
\label{one}
\end{equation}
At $z=0$ we have $a=b=d$, so $\phi_1$ vanishes on the metal. The image lies outside the semiconductor, so the donor is the sole source in $z>0$. The potential also vanishes at infinity. These conditions fix the solution of Poisson's equation.

For the decay, write $A=\sqrt{r^2+a^2}$ and $B=\sqrt{r^2+b^2}$. Since $B^2-A^2=b^2-a^2=4zd$,
\begin{equation}
\frac1A-\frac1B=\frac{B^2-A^2}{AB(A+B)}=\frac{4zd}{AB(A+B)}\longrightarrow\frac{2zd}{r^3}.
\end{equation}
The donor and its image form a dipole. Without the metal the potential would fall as $1/r$, and the integral of its square over the plane would diverge logarithmically at large $r$. With the metal the integral converges at large $r$.

\section*{(b) From one donor to many}

\textit{Express the mean, variance and third cumulant of the total potential as integrals over $\phi_1$.}

\textbf{Solution.} Consider first a large area $S$. Independent placement at mean density $N$ means that the number $n$ of donors in $S$ has the Poisson distribution $P_n=e^{-NS}(NS)^n/n!$, and that each donor is uniformly distributed over $S$. The total potential is $\phi=\sum_i\phi_1(r_i,z)$. For a real parameter $t$, independence turns the average of the exponential into a product:
\begin{align}
\langle e^{t\phi}\rangle
&=\sum_{n=0}^{\infty}P_n\left[\frac1S\int_S e^{t\phi_1}d^2r\right]^n \nonumber\\
&=\exp\left[-NS+N\int_S e^{t\phi_1}d^2r\right]\nonumber\\
&=\exp\left[N\int_S\left(e^{t\phi_1}-1\right)d^2r\right].
\end{align}
The second line sums the exponential series, and the third uses $S=\int_S d^2r$. At large $r$ the integrand falls as $r^{-3}$, so $S$ may now be extended to the whole plane. For $z\neq d$ the potential $\phi_1$ is bounded, and the integral is finite.

The logarithm of $\langle e^{t\phi}\rangle$ generates the cumulants: the coefficient of $t^m/m!$ is the cumulant $C_m$. Expanding the exponential gives
\begin{equation}
C_m=N\int\phi_1^m\,d^2r .
\label{campbell}
\end{equation}
Here $C_1$ is the mean, $C_2$ the variance and $C_3$ the third central moment. This is Campbell's theorem. Because $\phi_1>0$, the third cumulant is positive. The distribution is not Gaussian: it has a longer tail towards high potential, which means low electron energy.

\section*{(c) The mean}

\textit{Evaluate the mean potential on both sides of the donor plane.}

\textbf{Solution.} With $d^2r=2\pi r\,dr$,
\begin{align}
\langle\phi\rangle&=\frac{2\pi Nq}{\kappa}\int_0^\infty\left[\frac{r}{\sqrt{r^2+a^2}}-\frac{r}{\sqrt{r^2+b^2}}\right]dr\nonumber\\
&=\frac{2\pi Nq}{\kappa}\left[\sqrt{r^2+a^2}-\sqrt{r^2+b^2}\right]_0^\infty .
\end{align}
The difference of roots tends to zero at infinity and equals $a-b$ at $r=0$. Hence the integral is $b-a$. This is $2d$ for $z>d$ and $2z$ for $z<d$, so
\begin{equation}
\langle\phi\rangle=\frac{4\pi Nq}{\kappa}\min(z,d)=\frac{Nq}{\epsilon}\min(z,d).
\label{mean}
\end{equation}
This is the potential of a parallel-plate capacitor. The mean field is confined between the metal and the donors. Beyond the donors the mean is flat, but the fluctuations persist.

\section*{(d) The variance}

\textit{Evaluate the variance in closed form, first for any $z\neq d$ and then for $z>d$.}

\textbf{Solution.} Square equation (\ref{one}), insert it in (\ref{campbell}) with $m=2$, and set $u=r^2$, so that $d^2r=\pi\,du$:
\begin{equation}
C_2=\frac{\pi Nq^2}{\kappa^2}\int_0^\infty\left[\frac1{u+a^2}+\frac1{u+b^2}-\frac{2}{AB}\right]du ,
\end{equation}
where $A=\sqrt{u+a^2}$ and $B=\sqrt{u+b^2}$ as before. The first two terms integrate to $2\ln A+2\ln B$. For the third, use $dA/du=1/(2A)$ and $dB/du=1/(2B)$:
\begin{equation}
\frac{d}{du}\,4\ln(A+B)=\frac{4}{A+B}\left(\frac1{2A}+\frac1{2B}\right)=\frac{2}{AB}.
\end{equation}
An antiderivative of the whole bracket is therefore
\begin{equation}
G(u)=2\ln(AB)-4\ln(A+B)=2\ln\frac{AB}{(A+B)^2}.
\end{equation}
As $u\to\infty$, $A/B\to1$ and $G\to2\ln(1/4)$. At $u=0$, $A=a$ and $B=b$. The difference is
\begin{equation}
G(\infty)-G(0)=2\ln\frac{(a+b)^2}{4ab}.
\end{equation}
Thus
\begin{equation}
C_2=\frac{2\pi Nq^2}{\kappa^2}\ln\frac{(a+b)^2}{4ab}.
\end{equation}
For $z>d$, $a+b=2z$ and $ab=z^2-d^2$. Replacing $\kappa$ by $4\pi\epsilon$ changes the prefactor to $2\pi/(16\pi^2\epsilon^2)=1/(8\pi\epsilon^2)$, and
\begin{equation}
\boxed{\mathrm{Var}\,\phi=\frac{Nq^2}{8\pi\epsilon^2}\ln\frac{z^2}{z^2-d^2}},\qquad z>d .
\label{main}
\end{equation}
The last form also holds in SI units. For $0<z<d$, $a+b=2d$ and $ab=d^2-z^2$, so the logarithm becomes $\ln[d^2/(d^2-z^2)]$. The variance is unchanged when $z$ and $d$ are exchanged, because $\phi_1$ itself has this symmetry.

\section*{(e) A second route through lateral wavelengths}

\textit{Solve Poisson's equation for each lateral wavevector and recover the variance.}

\textbf{Solution.} Let $\phi_k(z)=\int e^{-i\mathbf k\cdot\mathbf r}\phi_1\,d^2r$. It obeys
\begin{equation}
\phi_k''-k^2\phi_k=-\frac{4\pi q}{\kappa}\delta(z-d),\qquad \phi_k(0)=0 .
\end{equation}
Take $\phi_k=P\sinh kz$ for $z<d$ and $\phi_k=Qe^{-kz}$ for $z>d$. Continuity gives $Q=Pe^{kd}\sinh kd$. The jump of the derivative at $d$ gives
\begin{equation}
-kQe^{-kd}-kP\cosh kd=-kPe^{kd}=-\frac{4\pi q}{\kappa}.
\end{equation}
Hence $P=4\pi q\,e^{-kd}/(\kappa k)$, and for $z>d$
\begin{equation}
\phi_k=\frac{4\pi q}{\kappa k}e^{-kz}\sinh kd .
\end{equation}
Parseval's theorem states that $\int\phi_1^2d^2r=(2\pi)^{-1}\int_0^\infty k\,\phi_k^2\,dk$. With $4\sinh^2kd=e^{2kd}+e^{-2kd}-2$,
\begin{equation}
C_2=\frac{2\pi Nq^2}{\kappa^2}\int_0^\infty\frac{e^{-2k(z-d)}+e^{-2k(z+d)}-2e^{-2kz}}{k}\,dk .
\label{spectrum}
\end{equation}
The Frullani integral needed here follows by exchanging the order of integration:
\begin{equation}
\int_0^\infty\frac{e^{-\alpha k}-e^{-\beta k}}{k}dk=\int_\alpha^\beta ds\int_0^\infty e^{-sk}dk=\ln\frac\beta\alpha .
\end{equation}
Pair one $e^{-2kz}$ with each of the other exponentials. The integral is $\ln[z/(z-d)]+\ln[z/(z+d)]$, which is the logarithm in (\ref{main}).

\section*{(f) Limits and a distributed doping}

\textit{Find the behaviour far from the donors and close to their plane. Then find the variance for a uniform volume density $n_b$ of donors.}

\textbf{Solution.} Far away, $-\ln(1-d^2/z^2)\simeq d^2/z^2$. The standard deviation $\sigma=\sqrt{C_2}$ and its ratio to the mean become
\begin{equation}
\sigma\simeq\frac{qd}{\kappa z}\sqrt{2\pi N},\qquad
\frac{\sigma}{\langle\phi\rangle}\simeq\frac1{\sqrt{8\pi Nz^2}} .
\label{far}
\end{equation}
The ratio is the counting fluctuation of the donors in an area $8\pi z^2$. A more distant point averages over more donors.

Close to the plane, set $z=d+\delta$ with $0<\delta\ll d$. Then $z^2-d^2\simeq2d\delta$, and the logarithm tends to $\ln[d/(2\delta)]$. It diverges because $\phi_1^2\sim1/r^2$ near a point donor, and $\int r\,dr/r^2$ has no finite lower limit. The continuum description of a donor fails before that limit is reached.

For donors throughout the volume, independent layers contribute additively to the variance, so $N$ is replaced by $n_b\,dd'$ and the result is integrated over the layer depth $d'$. Use $-\ln(1-x^2)=\sum_{m\ge1}x^{2m}/m$, with $x=d'/z$ for layers at $d'<z$ and $x=z/d'$ for those at $d'>z$. The two ranges give
\begin{align}
z\sum_{m=1}^\infty\frac1m\left[\frac1{2m+1}+\frac1{2m-1}\right]
&=z\sum_{m=1}^\infty\frac{4}{(2m-1)(2m+1)}\nonumber\\
&=2z\sum_{m=1}^\infty\left[\frac1{2m-1}-\frac1{2m+1}\right]=2z .
\end{align}
The sum telescopes to its first term. Therefore $C_2=4\pi n_bq^2z/\kappa^2$, and the logarithmic singularity of each layer integrates to a finite result. The mean behaves differently. For donors filling $0<d'<W$ with $W>z$, equation (\ref{mean}) gives $4\pi n_bq(zW-z^2/2)/\kappa$, which grows without bound with $W$. The unscreened model therefore applies only to a depleted region of finite thickness, and the variance reaches the value above when $W\gg z$.

\section*{(g) Numbers for a silicide contact}

\textit{Evaluate the results for $N=10^{13}\ \mathrm{cm^{-2}}$, $d=2$ nm, $z=3$ nm, $\kappa=11.7$ and 300 K.}

\textbf{Solution.} These are rough values for a cobalt-silicide contact to lightly doped silicon with segregated donors. In practical units $q^2/\kappa$ becomes $e^2/(4\pi\epsilon)=0.12307$ eV nm, and $N=0.1\ \mathrm{nm^{-2}}$. The mean lowering of the electron energy is
\begin{equation}
4\pi(0.1)(0.12307)(2)\ \mathrm{eV}=0.309\ \mathrm{eV}.
\end{equation}
The logarithm is $\ln(9/5)=0.5878$, so
\begin{align}
C_2&=2\pi(0.1)(0.12307)^2(0.5878)\ \mathrm{eV^2}=0.00559\ \mathrm{eV^2},\nonumber\\
\sigma&=0.075\ \mathrm{eV}=0.0027\ \mathrm{hartree}.
\end{align}
The standard deviation is 24\% of the mean and 2.9 times $k_BT$. The skewness $C_3/\sigma^3$ is 0.66, so a Gaussian with the same variance misrepresents the tails. A sample of 40\,000 random donor arrangements gave a standard deviation of 0.0745 eV and a skewness of 0.67.

With $N$ and $d$ fixed, the formula gives $\sigma=0.150$ eV at $z=2.1$ nm and 0.020 eV at 10 nm. The first point is closer to the donor plane than a silicon bond length, so its value is only a rough continuum estimate. At 10 nm the ratio of $\sigma$ to the mean is 0.064, against 0.063 from (\ref{far}). The values at 1 nm and 4 nm are both 0.052 eV, since the ratio of the larger to the smaller of $z$ and $d$ is two in each case.

\section*{(h) What a real contact changes}

\textit{Estimate the effect of the neglected physics on these numbers.}

\textbf{Solution.} \textit{Screening in the metal.} Let the metal have a Thomas--Fermi screening length $\lambda$ and unit background permittivity. Its potential varies as $e^{pz}$, with $p=\sqrt{k^2+\lambda^{-2}}$. On the semiconductor side, between metal and donor, it is proportional to $e^{kz}+Re^{-kz}$. Continuity of the potential and of the normal displacement at $z=0$ requires
\begin{equation}
\kappa k(1-R)=p(1+R),\qquad R=\frac{\kappa k-p}{\kappa k+p}.
\end{equation}
The ideal metal has $R=-1$. At small $k$, $R\simeq-(1-2k\kappa\lambda)\simeq-e^{-2k\kappa\lambda}$, which places the image $2\kappa\lambda$ deeper. This is an ideal metal whose surface has moved back by $\kappa\lambda$. A free-electron estimate with a rough density of $3\times10^{22}\ \mathrm{cm^{-3}}$ gives $\lambda=0.066$ nm and a shift of 0.77 nm. Integration with the full $R$ raises $\sigma$ to 0.086 eV, by 15\%. The shifted plane gives the same value to this precision. Such a short $\lambda$ strains a continuum theory, so the correction is an estimate.

The mean changes too: the shift adds $0.309\times0.77/2=0.12$ eV to the lowering.

\textit{Donor positions.} Spreading the donors uniformly over a layer 1 nm thick, centred at 2 nm, gives 0.078 eV. If each lattice site of one atomic plane is occupied with probability $f$, its occupation variance is $f(1-f)$ instead of the Poisson value $f$. Here $f=0.015$, and $\sigma$ falls by 0.7\%. Repulsion between donors matters more. For a pair distribution $g$, the variance gains the term
\begin{equation}
N^2\iint\phi_1(\mathbf r)\phi_1(\mathbf r')\,[g(|\mathbf r-\mathbf r'|)-1]\,d^2r\,d^2r' .
\end{equation}
Setting $g=0$ below an illustrative distance of 1 nm, and $g=1$ beyond it, reduces $\sigma$ to 0.063 eV, by 16\%. Clustering, with $g>1$, would increase it. Body donors at $10^{16}\ \mathrm{cm^{-3}}$ alone give 0.0024 eV. This adds in quadrature and is negligible here.

\textit{The electron's extent.} An electron does not sample the potential at a point. In the imaginary-time path description, a free particle of mass $m$ has modes of frequency $\omega_n=2\pi nk_BT/\hbar$. Their mean square spread about the path's centre, per direction, is
\begin{equation}
\sum_{n\ne0}\frac{k_BT}{m\omega_n^2}=\frac{\hbar^2}{2\pi^2mk_BT}\sum_{n=1}^\infty\frac1{n^2}=\frac{\hbar^2}{12mk_BT}.
\end{equation}
For a lateral mass of 0.19 electron masses the spread is 1.1 nm. Gaussian averaging over it in both lateral directions reduces $\sigma$ to 0.065 eV, by 13\%. This applies to silicon valleys with their heavy mass normal to the contact, and it leaves out the spread along the normal. The electron's own image energy, $e^2/(16\pi\epsilon z)=0.010$ eV, shifts the mean but does not fluctuate in this model.

\textit{Carriers and donor charge.} With a rough bare barrier of 0.65 eV, the mean band edge beyond the donors lies 0.34 eV above the Fermi level. The corresponding electron density is $5\times10^{13}\ \mathrm{cm^{-3}}$ and the local Debye length 560 nm. With body donors at $10^{16}\ \mathrm{cm^{-3}}$ the bands bend further, and the bulk electron density, with a Debye length of about 41 nm, is reached roughly 130 nm from the contact. Screening then begins at that distance, which is still well above $z$. The extra 0.12 eV from metal screening would multiply the density by about 100 and shorten that length to about 56 nm, still well above $z$. For a rough binding energy of 0.05 eV, the mean-field donor filling without this extra lowering is $3\times10^{-5}$. At this mean-field level, neglecting free carriers and neutral donors is consistent. The estimate leaves out the fluctuations themselves. Where the potential lies one standard deviation above its mean, the Boltzmann factor raises the electron density by a further $e^{2.9}\simeq18$, and by more in the tail. For classical point electrons, the average in part (b) with $t=1/k_BT$ gives the effect on the mean density. All the cumulants are positive, so the density rises by at least $\exp[C_2/(2k_B^2T^2)]=e^{4.2}\simeq66$. The higher cumulants are not small. The full integral at $z=3$ nm gives $e^{10.2}\simeq3\times10^4$, a density near $10^{18}\ \mathrm{cm^{-3}}$ and a Debye length of about 3 nm, even without the extra lowering from metal screening. Closer to the donor plane this classical average grows without bound. There it is dominated by rare deep wells, whose filling it does not limit, and it has no quantitative meaning. The electron's lateral extent weakens the effect. With the 1.1 nm averaging the factor at 3 nm is about $e^{5.0}$ and the Debye length about 45 nm for the ideal metal, while with metal screening the Debye length is below 2 nm. Hence these estimates do not establish that carriers can be neglected once the fluctuations are included. The same caution applies to neutral donors: a close neighbour lowers a donor's level and makes it more likely to be filled.

\textit{Field and tunnelling.} The mean field between metal and donors is 1.5 MV/cm, above the rough bulk breakdown field of 0.3 MV/cm. The mean potential drop is nevertheless 0.31 eV, less than the rough silicon gap of 1.12 eV, so an electron cannot gain enough energy from this drop to create a pair across the gap. Tunnelling is more relevant. At the energy of the flat region, the mean barrier has height $V_0=0.309$ eV at the metal and falls linearly to zero at $d$. The exponential factor in the semiclassical transmission is
\begin{equation}
\exp\left[-\frac2\hbar\int_0^d\sqrt{2mV_0(1-z/d)}\,dz\right]
=\exp\left[-\frac{4d}{3\hbar}\sqrt{2mV_0}\right].
\end{equation}
For this linear barrier it is 0.036 for a normal mass of 0.19 and $7\times10^{-4}$ for 0.92. These numbers show the strong dependence on mass, but they are not the transmission of thermal electrons. The full transmission has a prefactor, which vanishes at exactly this energy because the electron has no velocity beyond the donors. At higher energies the barrier is also lower and thinner. The barrier leaves out the electron's own image energy, which for an ideal metal is already 0.06 eV at $z=0.5$ nm. For an ideal metal, including it lowers the barrier and raises both factors. For the screened metal considered above, $R$ becomes positive at large $k$. This weakens the image energy and reverses its sign very close to the contact, so the direction of the change is left open here. The current depends on the potential along the whole path, so $\sigma$ at one depth is not the spread of a measured barrier height.

\textit{The real case.} In an actual silicide contact the segregated donors have a depth profile, and the interface need not be flat. The 1 nm layer is a narrow choice. A uniform layer 2 nm thick with the same centre and the same $N$ gives $\sigma=0.093$ eV, 24\% above the value for a plane, so the depth profile matters. Of the other effects sized above, metal screening, donor repulsion and lateral averaging move $\sigma$ most, by 13 to 16\% each and not all in the same direction. They were varied one at a time, and their combined effect was not calculated. A larger dose can invalidate the model sooner than these corrections do. At fixed $d=2$ nm, the mean lowering equals the 0.65 eV barrier at $N\simeq2.1\times10^{13}\ \mathrm{cm^{-2}}$, or about $1.5\times10^{13}\ \mathrm{cm^{-2}}$ with the metal shift included. Near such densities electrons collect by the donors and screen them, and (\ref{main}) no longer applies. These thresholds use the mean potential alone. With the fluctuations included, screening can begin at lower doses, possibly already at $10^{13}\ \mathrm{cm^{-2}}$. The numerical output lists the main values.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical or illustrative values)
donor density N = 1.00e+13 cm^-2
donor depth d = 2.00 nm; point z = 3.00 nm
relative permittivity = 11.7
temperature = 300 K; kT = 0.02585 eV
bare contact barrier = 0.65 eV
MAIN RESULT
e^2/(4 pi epsilon) = 0.12307 eV nm
logarithm = 0.58779
mean energy shift (magnitude) = 0.3093 eV
variance = 0.005594 eV^2
standard deviation = 0.07479 eV = 0.002749 hartree
standard deviation / mean = 0.2418
standard deviation / kT = 2.893
skewness of potential = 0.6573
sampled standard deviation = 0.07452 eV
sampled skewness = 0.6689
number of sampled arrangements = 40000
DEPTH PROFILE
z = 1.0 nm: standard deviation = 0.05233 eV
z = 2.1 nm: standard deviation = 0.15036 eV
z = 2.5 nm: standard deviation = 0.09861 eV
z = 3.0 nm: standard deviation = 0.07479 eV
z = 4.0 nm: standard deviation = 0.05233 eV
z = 6.0 nm: standard deviation = 0.03348 eV
z = 10.0 nm: standard deviation = 0.01971 eV
NEGLECTED EFFECTS, EACH TAKEN ALONE
metal electron density = 3.0e+22 cm^-3
metal screening length = 0.0658 nm
effective plane shift = 0.7693 nm
with metal screening: sigma = 0.08608 eV
with shifted ideal plane: sigma = 0.08594 eV
donor layer full width = 1.00 nm
with donor layer width: sigma = 0.07772 eV
site occupation = 0.01474
with site exclusion: sigma = 0.07424 eV
closest donor distance = 1.00 nm
with donor repulsion: sigma = 0.06251 eV
lateral quantum spread (mass 0.19) = 1.1370 nm
with lateral averaging: sigma = 0.06485 eV
body doping = 1.0e+16 cm^-3
body donors alone: sigma = 0.00239 eV
mean band edge above Fermi level = 0.3407 eV
electron density at that edge = 5.33e+13 cm^-3
Debye length = 560.2 nm
donor filling (binding 0.05 eV) = 2.62e-05
electron self-image lowering at z = 0.01026 eV
mean field between metal and donors = 1.547 MV/cm
rough bulk breakdown field = 0.3 MV/cm
rough silicon gap = 1.12 eV
tunnelling factor, mass 0.19 = 3.644e-02
tunnelling factor, mass 0.92 = 6.837e-04
\end{verbatim}
